# Valence field gradients from d occupations and their change with U

Suppose a DFT+U calculation gives an electric field gradient that disagrees with a measured quadrupole splitting. One must decide whether to adjust $U$ or first to inspect which d orbital is occupied. The answer depends on how the gradient follows the occupation matrix, and on how far $U$ has already driven the occupations towards zero and one.

Let $\phi$ be the electrostatic potential near a nucleus at the origin, produced by d electrons of charge $-e$ and number density $\rho(\mathbf r)$. The field gradient is $V_{ij}=\partial_i\partial_j\phi$ at the nucleus. At a small displacement $\mathbf R$,

$$\phi(\mathbf R)=-\frac{e}{4\pi\varepsilon_0}\int\frac{\rho(\mathbf r)}{|\mathbf r-\mathbf R|}\,d^3r,$$

$$\frac{1}{|\mathbf r-\mathbf R|}=\frac1r+\frac{\mathbf r\cdot\mathbf R}{r^3}+\frac{3(\mathbf r\cdot\mathbf R)^2-r^2R^2}{2r^5}+\dots$$

The expansion needs $r>R$. A d density vanishes as $r^4$, so the charge inside $r<R$ scales as $R^7$ and its potential as $R^6$. It cannot affect a second derivative at $R=0$, and there is no contact term. Differentiating the quadratic term twice gives

$$V_{ij}=-\frac{e}{4\pi\varepsilon_0}\int\rho(\mathbf r)\,\frac{3x_ix_j-r^2\delta_{ij}}{r^5}\,d^3r .$$

Assume now that all d orbitals share one radial function $R_d(r)$, with real angular functions $Y_a$. With the occupation matrix $n_{ab}$ summed over spin, $\rho=R_d^2\sum_{ab}n_{ab}Y_aY_b$. The radial integral is $\langle r^{-3}\rangle=\int R_d^2\,r^{-3}\,r^2dr$. Measuring it in $a_0^{-3}$ and setting $K=e/(4\pi\varepsilon_0a_0^3)$, we have

$$V_{ij}=-K\langle r^{-3}\rangle\sum_{ab}n_{ab}\,q_{ij}^{ab},\qquad q_{ij}^{ab}=\int Y_aY_b\,(3\hat r_i\hat r_j-\delta_{ij})\,d\Omega .$$

Since $q^{ab}_{ij}$ is real and symmetric in $a,b$ while $n$ is Hermitian, the imaginary part of $n$ drops out.

Each real d function is a traceless quadratic form, $Y_a=\sqrt{15/8\pi}\;\hat r^{T}M_a\hat r$, with $M_a$ symmetric and $\mathrm{Tr}\,M_aM_b=\delta_{ab}$. The matrices are

$$M_{z^2}=\frac{\mathrm{diag}(-1,-1,2)}{\sqrt6},\qquad M_{x^2-y^2}=\frac{\mathrm{diag}(1,-1,0)}{\sqrt2},$$

and $M_{xy}$ has the two entries $1/\sqrt2$ at positions $xy$ and $yx$, with $M_{xz}$ and $M_{yz}$ built likewise. To check the normalization, note that by isotropy the spherical mean of four direction cosines is a constant times the sum of the three pairings into Kronecker deltas. The mean of $\hat z^4$ is $1/5$, so the constant is $1/15$. The pairing that joins each matrix to itself gives a trace and vanishes; the other two give $2\,\mathrm{Tr}M_aM_b/15$. Multiplying by $4\pi\cdot15/8\pi$ gives $\delta_{ab}$.

For $q$ we need six direction cosines. There are 15 pairings, and the mean of $\hat z^6$ is $1/7$, so the constant is $1/105$. Contracting with $M_a$ and $M_b$, the surviving pairings are of two kinds. If $i$ is paired with $j$, the matrices are joined in two ways, giving $2\delta_{ij}\delta_{ab}$. If $i$ is joined to one matrix and $j$ to the other, there are four pairings for each order, giving $4(M_aM_b+M_bM_a)_{ij}$. The prefactor is $\frac{15}{8\pi}\cdot4\pi\cdot\frac1{105}=\frac1{14}$. Therefore

$$\int Y_aY_b\hat r_i\hat r_j\,d\Omega=\frac17\delta_{ij}\delta_{ab}+\frac27\{M_a,M_b\}_{ij}.$$

Setting $i=j$ and summing gives $\frac37\delta_{ab}+\frac47\delta_{ab}=\delta_{ab}$, as it must. Multiplying by 3 and subtracting $\delta_{ij}\delta_{ab}$ yields

$$\boxed{V_{ij}=-\frac67K\langle r^{-3}\rangle\sum_{ab}n_{ab}\Big[\{M_a,M_b\}_{ij}-\frac23\delta_{ij}\delta_{ab}\Big]}$$

The components follow from $\{M_a,M_b\}_{ii}=2\,(\text{row }i\text{ of }M_a)\cdot(\text{row }i\text{ of }M_b)$. The $z$ rows of the five matrices are mutually orthogonal, so $V_{zz}$ contains no off-diagonal occupations. Twice their squared lengths are $\frac43$ for $z^2$, $1$ for $xz$ and $yz$, and $0$ for $xy$ and $x^2-y^2$. Subtracting $\frac23$ and multiplying by $\frac67$ gives $q_{zz}=\frac47,\frac27,-\frac47$ respectively, hence

$$V_{zz}=-\frac47K\langle r^{-3}\rangle\Big[n_{z^2}-n_{x^2-y^2}-n_{xy}+\tfrac12(n_{xz}+n_{yz})\Big].$$

For $V_{xx}-V_{yy}$ the diagonal contributions cancel except for $xz$ and $yz$, which enter with $+1$ and $-1$. The $x$ rows of $z^2$ and $x^2-y^2$ overlap to give $-1/\sqrt3$, and their $y$ rows give $+1/\sqrt3$. The difference $-2/\sqrt3$ multiplies $n_{ab}+n_{ba}=2\,\mathrm{Re}\,n_{ab}$, so

$$V_{xx}-V_{yy}=-K\langle r^{-3}\rangle\Big[\frac67(n_{xz}-n_{yz})-\frac{8\sqrt3}{7}\mathrm{Re}\,n_{z^2,x^2-y^2}\Big].$$

A negative charge concentrated along $z$ thus makes $V_{zz}$ negative, and one lying in the $xy$ plane makes it positive. Closed subshells drop out. For t$_{2g}$, $\sum_aM_a^2=I$ and the bracket sums to $2I-\frac23\cdot3I=0$. For e$_g$, $\sum_aM_a^2=\frac23I$ and it sums to $\frac43I-\frac43I=0$. A hole in a closed subshell therefore produces minus the tensor of an electron in the same orbital.

These formulas cover the on-site d contribution. The total gradient also contains lattice and ligand charges, on-site p electrons and the distortion of the core, none of which is included here.

The Hubbard correction enters through $n$. In the rotationally invariant form, with $U$ standing for the effective difference $U-J$, the energy and potential for each spin are

$$E_U=\frac U2\mathrm{Tr}\,[n(1-n)],\qquad v=\frac{\partial E_U}{\partial n}=U\Big(\frac12-n\Big).$$

An orbital more than half full is lowered and one less than half full is raised. How much the occupations respond depends on the kinetic energy that opposes the change, so a model of the bands is needed.

Take high-spin ions whose majority d shell is full. In d$^6$ the minority spin has one electron in three t$_{2g}$ orbitals. In d$^9$ it has full t$_{2g}$ orbitals and one electron in two e$_g$ orbitals, which is one e$_g$ hole. The cubic splitting is assumed large enough to keep the other subshell empty or full. From here on $n$ denotes minority occupations. Let every orbital form a band of width $W$ centred at $\varepsilon_i$, with a constant density of states and without hopping between different orbitals. Filling one such band to $n_i$ costs

$$\int_0^{n_i}\Big(\varepsilon_i-\frac W2+Wx\Big)dx=\varepsilon_in_i-\frac W2n_i(1-n_i).$$

Adding $E_U$, the energy of the open subshell is

$$E=\sum_i\varepsilon_in_i-\frac{W-U}2\sum_in_i(1-n_i),\qquad\sum_in_i=1 .$$

The Hubbard term thus directly reduces the band-energy cost of unequal filling. For $U<W$ the energy is convex. With a Lagrange multiplier $\lambda$ for the electron number, an interior minimum obeys $\varepsilon_i-\frac{W-U}2(1-2n_i)=\lambda$. Subtracting the average of this equation over the subshell removes $\lambda$:

$$n_i-\bar n=-\frac{\varepsilon_i-\bar\varepsilon}{W-U}.$$

Let a tetragonal field of size $\delta>0$ put $xy$ lowest in d$^6$, with $\varepsilon_{xy}=-\frac23\delta$ and $\varepsilon_{xz}=\varepsilon_{yz}=\frac13\delta$. In d$^9$ let it put $x^2-y^2$ highest, at $+\frac12\delta$ from the e$_g$ centre, with $z^2$ at $-\frac12\delta$. Defining $p=\delta/(W-U)$, we find

$$\text{d}^6:\; n_{xy}=\frac{1+2p}3,\quad n_{xz}=n_{yz}=\frac{1-p}3;$$

$$\text{d}^9:\; n_{z^2}=\frac{1+p}2,\quad n_{x^2-y^2}=\frac{1-p}2 .$$

In both cases the occupations reach their bounds together at $p=1$, which is $U=W-\delta$. Between there and $W$, moving a little charge out of the filled orbital costs $\delta-(W-U)\ge0$ per electron, so the filled orbital remains the minimum. For $U>W$ the energy is concave at fixed electron number. Its minimum then lies at a corner of the allowed region, with one orbital filled, and $\delta$ selects the lowest. At $U=W$ the energy is linear and the same corner wins. A higher orbital, once filled, can also be a minimum among diagonal occupation matrices: moving a little charge from it to the lowest orbital costs $U-W-\delta$ per electron, which is positive for $U>W+\delta$. A self-consistent calculation whose matrix starts diagonal, or is kept so by symmetry, can then stop at the wrong orbital. There is no barrier, however, against rotating the filled orbital into the lowest one. The rotation keeps one orbital completely filled, so $E_U$ stays zero while the crystal-field energy falls. In this model, a small off-diagonal element between the two orbitals in the starting matrix therefore lets the calculation escape. The escape can be slow: in plain iteration a small mixing grows only by the factor $U/(U-\delta)$ per step, so a loose convergence threshold can still stop the calculation near the wrong orbital. Inserting the occupations in $V_{zz}$ gives $\frac47K\langle r^{-3}\rangle(n_{xy}-n_{xz})$ for d$^6$ and $-\frac47K\langle r^{-3}\rangle(n_{z^2}-n_{x^2-y^2})$ for d$^9$. Therefore

$$\boxed{V_{zz}=\pm\frac47K\langle r^{-3}\rangle\,p,\qquad p=\begin{cases}\delta/(W-U),&U<W-\delta\\1,&U\ge W-\delta\end{cases}}$$

with the plus sign for d$^6$ and the minus sign for d$^9$. Before saturation, $U$ multiplies the existing polarization by $1/(1-U/W)$. This factor belongs to the constant density of states; another band shape will in general give a different one. If $\delta=0$ and $U<W$, there is nothing to multiply and this contribution vanishes.

For numbers, $\langle r^{-3}\rangle$ was computed for the minority 3d orbital of free Fe$^{2+}$ and Cu$^{2+}$. The level is nonrelativistic spin-polarized PBE with spherical fractional occupations, in the uncontracted s, p and d functions of def2-TZVP. The values are $4.898$ and $8.252\,a_0^{-3}$. With $K=9.7174\times10^{21}$ V/m$^2$, the gradients at full polarization have magnitudes

$$\text{Fe}^{2+}:\ \tfrac47(9.7174)(4.898)=27.2,\qquad \text{Cu}^{2+}:\ \tfrac47(9.7174)(8.252)=45.8,$$

in units of $10^{21}$ V/m$^2$, which are used for all gradients below. The ratio of the two is that of the inverse cube radii, because the angular factors have equal size. These values are not converged in the basis: near the basis-set limit they are $4.93$ and $8.31\,a_0^{-3}$, about $0.6$–$0.7\%$ larger, which gives $27.4$ and $46.1$. They also belong to spherical ions. With one $xy$ orbital actually filled (Fe$^{2+}$) or emptied (Cu$^{2+}$), the radial functions relax and the d–d part of the gradient is about $4\%$ and $6\%$ smaller in magnitude. Relativity and bonding would change the radii further, and a $U$-dependent radial function would add a change that the model omits.

The band parameters are round model values, not those of a particular compound: $W=2.0$ eV, $\delta=0.2$ eV and a cubic splitting of $1.5$ eV. At $U=0$, $p=0.2/2.0=0.1$, and the gradients are $+2.7$ for d$^6$ and $-4.6$ for d$^9$. At $U=1.5$ eV, $p=0.2/0.5=0.4$. The d$^6$ occupations are then $n_{xy}=0.6$ and $n_{xz}=n_{yz}=0.2$, so $V_{zz}=0.4\times27.2=10.9$. For d$^9$, $n_{z^2}=0.7$ and $n_{x^2-y^2}=0.3$, so $V_{zz}=-0.4\times45.8=-18.3$.

The sensitivity to $U$ varies strongly. Before saturation $d\ln p/dU=1/(W-U)$, which is $0.5$ per eV at $U=0$ and $2$ per eV at $U=1.5$ eV. Going from $1.5$ to $1.7$ eV raises $p$ from $0.40$ to $0.67$. Beyond $1.8$ eV the occupations are integers and the gradient stops changing. In the steep region, fitting $U$ to a gradient means fitting the combination $\delta/(W-U)$, so an error in the splitting or the band width is absorbed into $U$. In the saturated region the gradient shows only that $U\ge W-\delta$ within this model; it does not fix the value of $U$.

Saturation does not fix the tensor if the lowest level is degenerate. Reverse the d$^6$ splitting, so that $xy$ lies highest at $+\frac23\delta$ and $xz,yz$ lie at $-\frac13\delta$. For small $U$ the result is the earlier one with $\delta\to-\delta$. The $xy$ orbital empties when $\frac13=\frac23\delta/(W-U)$, that is at $U=W-2\delta$, leaving $n_{xz}=n_{yz}=\frac12$ and $V_{zz}=-\frac27K\langle r^{-3}\rangle$. For $U>W$ this even mixture is no longer the minimum. Its value of $\sum_in_i(1-n_i)$ is $\frac12$, against zero for one filled orbital, and its crystal-field energy is the same. It therefore lies higher by

$$\Delta E=-\frac{W-U}2\cdot\frac12=\frac{U-W}4,$$

or $0.25$ eV at $U=3$ eV. A self-consistent calculation started with equal $xz$ and $yz$ occupations nevertheless stayed in the mixture, whereas a small initial imbalance led to the lower state.

If the electron occupies the real orbital $xz$, then $2M_{xz}^2=\mathrm{diag}(1,0,1)$ and the diagonal of $V$ is $K\langle r^{-3}\rangle(-\frac27,\frac47,-\frac27)$. For Fe$^{2+}$ this is $(-13.6,27.2,-13.6)$. The mixture averages this with the tensor of $yz$ and has $(6.8,6.8,-13.6)$. Orbital polarization has doubled the largest component, reversed its sign and turned its axis from $z$ to $y$.

The complex orbital $(xz\pm i\,yz)/\sqrt2$ behaves differently. With equal bands and no hopping between orbitals, the energy above holds for a general matrix $n$ once $\sum_in_i(1-n_i)$ is replaced by $\mathrm{Tr}\,n(1-n)$. That trace vanishes for any single filled orbital, so the complex orbital is degenerate with $xz$. Its real occupations, however, are $\frac12$ and $\frac12$, and its off-diagonal element is imaginary. It has the gradient of the mixture. The field gradient alone therefore cannot tell a fully polarized complex orbital from an unpolarized pair; the eigenvalues of $n$ can. The degeneracy holds only without spin-orbit coupling, which the model omits. With the magnetization along $z$, a term $\zeta l_zs_z$ lowers one complex orbital by $\zeta/2$ and leaves $xz$ unshifted in first order. Since there is no barrier to the rotation, the complex orbital then replaces $xz$, and the doubled gradient is lost.

The d$^9$ hole has a similar freedom. Let it occupy $\cos\alpha\,|z^2\rangle+\sin\alpha\,|x^2-y^2\rangle$. The matrix of this orbital is diagonal, with entries $\sqrt{2/3}\cos\alpha$ for $z$ and $\sqrt{2/3}\cos(\alpha\mp2\pi/3)$ for $x$ and $y$. Since $q_{ii}=\frac67(2M_{ii}^2-\frac23)=\frac47(2\cos^2\theta_i-1)$, where $\theta_i$ is the angle in the corresponding entry, and a hole reverses the electron's sign, the principal values are

$$V_k=\frac47K\langle r^{-3}\rangle\cos\Big(2\alpha+\frac{2\pi k}3\Big),\qquad k=0,1,2 .$$

A $z^2$ hole ($\alpha=0$) has $V_{zz}=+\frac47K\langle r^{-3}\rangle$, and an $x^2-y^2$ hole ($\alpha=\pi/2$) has the opposite sign. At $\alpha=\pi/4$ the values are $0$ and $\pm\frac{\sqrt3}2$ of that magnitude, so the gradient has no axial symmetry. The energy $E_U$ is the same for every $\alpha$, because it depends on the eigenvalues of $n$. The crystal field, or the bands of a real solid, must select the angle.

The decision posed at the start can now be made from the minority occupation matrix. If its eigenvalues are well away from zero and one, the gradient may depend steeply on $U$, and the splitting and band width need checking along with it. Covalent mixing with ligands, which the model omits, also makes eigenvalues fractional, without necessarily making the gradient sensitive to $U$. A second calculation at a slightly different $U$ shows how steep the dependence is. An equally filled degenerate pair is a further exception: like the $xz,yz$ mixture above, it can have eigenvalues of one half and a gradient that does not respond to $U$. The calculation should then first be restarted with unequal occupations, to see whether a lower solution exists. If the eigenvalues are near zero and one but the gradient has the wrong sign or axis, a different orbital solution should be sought, with off-diagonal elements in the starting matrix, and its energy compared before $U$ is changed. For a nuclear level of spin $3/2$ the quadrupole splitting alone gives neither the sign nor the axis. It depends only on $\mathrm{Tr}\,V^2$. For a single real orbital $V\propto2M^2-\frac23I$, and a traceless symmetric $3\times3$ matrix has $\mathrm{Tr}\,M^4=\frac12(\mathrm{Tr}\,M^2)^2=\frac12$, so $\mathrm{Tr}\,(2M^2-\frac23I)^2=\frac23$ for every such orbital. All real orbitals therefore give the same on-site splitting, while the $xz,yz$ mixture and the complex orbital give half of it. A change from one real orbital to another alters the splitting only through the contributions omitted here, so this comparison needs further experimental information.

The numerical output lists the occupations and gradients for each $U$. The angular formula was tested by quadrature and by finite differences of the Coulomb potential; in the latter the largest error was $1.5\times10^{-5}$ of $\langle r^{-3}\rangle$. The occupation law was tested by self-consistent solutions with all five minority orbitals, which also confirmed that the other subshell stays closed for these parameters.

## Table of computed values

```
K = 9.7174 10^21 V/m^2
<r^-3> minority 3d, Fe2+ = 4.898 a0^-3
<r^-3> minority 3d, Cu2+ = 8.252 a0^-3
(4/7) K <r^-3>, Fe2+ = 27.20 10^21 V/m^2
(4/7) K <r^-3>, Cu2+ = 45.82 10^21 V/m^2
largest angular quadrature difference = 3.1e-16
largest potential difference error / <r^-3>: Fe 1.2e-05, Cu 1.5e-05
W = 2.0 eV, delta = 0.2 eV, cubic = 1.5 eV
saturation at U = 1.8 eV
d6, xy lowest (Vzz in 10^21 V/m^2):
 U=0.0 eV p=0.1000 n_xy=0.4000 n_xz=n_yz=0.3000 Vzz=+2.72
 U=0.5 eV p=0.1333 n_xy=0.4222 n_xz=n_yz=0.2889 Vzz=+3.63
 U=1.0 eV p=0.2000 n_xy=0.4667 n_xz=n_yz=0.2667 Vzz=+5.44
 U=1.5 eV p=0.4000 n_xy=0.6000 n_xz=n_yz=0.2000 Vzz=+10.88
 U=1.7 eV p=0.6667 n_xy=0.7778 n_xz=n_yz=0.1111 Vzz=+18.13
 U=3.0 eV p=1.0000 n_xy=1.0000 n_xz=n_yz=0.0000 Vzz=+27.20
d9, x2-y2 highest (Vzz in 10^21 V/m^2):
 U=0.0 eV p=0.1000 n_z2=0.5500 n_x2-y2=0.4500 Vzz=-4.58
 U=0.5 eV p=0.1333 n_z2=0.5667 n_x2-y2=0.4333 Vzz=-6.11
 U=1.0 eV p=0.2000 n_z2=0.6000 n_x2-y2=0.4000 Vzz=-9.16
 U=1.5 eV p=0.4000 n_z2=0.7000 n_x2-y2=0.3000 Vzz=-18.33
 U=1.7 eV p=0.6667 n_z2=0.8333 n_x2-y2=0.1667 Vzz=-30.55
 U=3.0 eV p=1.0000 n_z2=1.0000 n_x2-y2=0.0000 Vzz=-45.82
d6, xy highest, U = 3.0 eV (V in 10^21 V/m^2):
 even xz/yz mixture: E-E(real)=0.250 eV Vxx=+6.80 Vyy=+6.80 Vzz=-13.60
 real xz: E-E(real)=0.000 eV Vxx=-13.60 Vyy=+27.20 Vzz=-13.60
 complex xz,yz: E-E(real)=-0.000 eV Vxx=+6.80 Vyy=+6.80 Vzz=-13.60
```
